Minimum solubility of an amphoteric metal hydroxide and its pH

**The situation**

A rinse water from a plating line carries a dissolved metal that is to be removed as its hydroxide. Base is added, the solid forms, and the metal left in solution falls. With more base it rises again, because the hydroxide is amphoteric: it dissolves in acid as a cation and in base as an anion. Two questions follow. At which pH is the least metal left in solution, and how much is left there?

Throughout, the solid is present in excess and in equilibrium with the solution. Temperature and ionic medium are fixed, so that equilibrium constants can be written with concentrations. Each concentration is divided by 1 mol/L before it enters a constant or a logarithm. I write h for [H⁺] and take pH = −log10 h. The pH is set by a strong acid or base whose ions do not bind the metal.

**1. The simplest case: charges +1 and −1**

Take a hydroxide M(OH)₂ that dissolves to M(OH)⁺ and M(OH)₃⁻, and neglect every other dissolved form. Written with protons, the reactions are

M(OH)₂(s) + H⁺ ⇌ M(OH)⁺ + H₂O

M(OH)₂(s) + H₂O ⇌ M(OH)₃⁻ + H⁺

The solid and the water have unit activity, so mass action gives

[M(OH)⁺] = K_c h,  [M(OH)₃⁻] = K_a/h.

The dissolved metal is the sum

S = K_c h + K_a/h.

The product of the two terms is K_c K_a, whatever the pH. Completing a square gives

S = (√(K_c h) − √(K_a/h))² + 2√(K_c K_a).

The square is never negative and vanishes when K_c h = K_a/h. Hence

h_min = √(K_a/K_c),  S_min = 2√(K_c K_a).

At the minimum the two ions have equal concentrations. The question for the general case is whether this equality survives when the charges differ.

A limit shows what each equilibrium contributes. If K_a → 0 at fixed K_c, then h_min → 0 and S_min → 0. The minimum moves off to ever higher pH, and a hydroxide with no anionic form has no solubility minimum in this model. Both equilibria are needed.

**2. General charges**

Let the cation have charge +a and the anion charge −b, both mononuclear, with a and b positive integers. For M(OH)_z the bare ion has a = z, and a partly hydrolysed cation has a < z. In terms of hydroxide ions,

M(OH)_z(s) ⇌ M(OH)_(z−a)^(a+) + a OH⁻,  K_s = [cation][OH⁻]^a

M(OH)_z(s) + b OH⁻ ⇌ M(OH)_(z+b)^(b−),  K_b = [anion]/[OH⁻]^b.

With the ion product K_w = h[OH⁻], I replace [OH⁻] by K_w/h:

[cation] = K_s/[OH⁻]^a = (K_s/K_w^a) h^a = K_c h^a

[anion] = K_b[OH⁻]^b = (K_b K_w^b) h^(−b) = K_a h^(−b).

So the constants of the proton form are

K_c = K_s/K_w^a,  K_a = K_b K_w^b.

The power of h in each line equals the charge of the ion. This is charge conservation: the solid is neutral, so an ion of charge q can form from it only by a net uptake of q protons.

The solubility is now

S = K_c h^a + K_a h^(−b).

Since h = 10^(−pH), dh/dpH = −ln10 · h, and therefore d(h^q)/dpH = −q ln10 · h^q. Applied to both terms,

dS/dpH = −ln10 (a[cation] − b[anion]).

A second differentiation brings down each charge once more:

d²S/dpH² = (ln10)² (a²[cation] + b²[anion]) > 0.

S is thus strictly convex in pH. It grows without bound at both ends of the pH axis, so it has one minimum, where the slope vanishes:

a[cation] = b[anion].

The concentrations are in general not equal there. What vanishes is the net charge carried by the dissolved metal. With a = b = 1 this reduces to the equality found in section 1.

**3. The pH and the solubility at the minimum**

Insert the two mass-action laws into the charge condition:

a K_c h^a = b K_a h^(−b).

Multiply by h^b, divide by aK_c, and write N = a + b:

h_min^N = b K_a/(a K_c).

Taking −log10 of both sides and dividing by N gives

pH_min = (1/N) log10[a K_c/(b K_a)].

For the solubility, combine a[cation] = b[anion] with [cation] + [anion] = S. The anion is (a/b)[cation], so S = [cation](b + a)/b, and

[cation] = (b/N) S_min,  [anion] = (a/N) S_min.

The ion with the smaller charge is the more abundant one. To eliminate h, raise the cation law to the power b and the anion law to the power a, and multiply:

[cation]^b [anion]^a = K_c^b h^(ab) · K_a^a h^(−ab) = K_c^b K_a^a.

This product holds at every pH. At the minimum, the two fractions turn it into

(b S_min/N)^b (a S_min/N)^a = K_c^b K_a^a.

Since the powers of S_min add up to N,

(S_min/N)^N = (K_c/b)^b (K_a/a)^a,

and the N-th root gives

S_min = N (K_c/b)^(b/N) (K_a/a)^(a/N).

For a = b = 1, N = 2 and the result is 2√(K_c K_a), as before.

**4. What the ion product of water does**

Put K_s and K_b back. In the product that fixes S_min,

K_c^b K_a^a = K_s^b K_w^(−ab) · K_b^a K_w^(ab) = K_s^b K_b^a.

K_w cancels. There is a chemical reason. Take the first hydroxide reaction b times and the second a times. The ab hydroxide ions released by the first are consumed by the second, and what remains is

N M(OH)_z(s) ⇌ b cation + a anion.

This reaction involves neither H⁺ nor OH⁻, and its constant is K_s^b K_b^a. At the minimum the ions are present in just its ratio, b to a.

The position of the minimum does depend on K_w. From aK_c/(bK_a) = aK_s/(bK_b K_w^N),

pH_min = pK_w + (1/N) log10[a K_s/(b K_b)].

At fixed K_s and K_b the minimum lies at a fixed hydroxide concentration, and the pH that belongs to it shifts with pK_w. A change of temperature would in general alter K_s and K_b as well, so this statement alone does not give the temperature dependence of S_min.

A second case concerns the solid. Suppose a less stable form of the same hydroxide precipitates first. Each reaction consumes one formula unit of solid, so the higher free energy of the solid multiplies K_s and K_b by the same factor f > 1. Their ratio, and with it pH_min, is unchanged. S_min is multiplied by f^(b/N) f^(a/N) = f. In this model, ageing to the stable solid lowers the minimum without moving it.

**5. A trivalent model hydroxide**

I take round parameters that stand for no particular metal: a = 3, b = 1, K_s = 10⁻³³, K_b = 10⁻¹ and pK_w = 14. Then N = 4 and

K_c = 10⁻³³/10⁻⁴² = 10⁹,  K_a = 10⁻¹ · 10⁻¹⁴ = 10⁻¹⁵.

The pH of the minimum is

pH_min = (1/4) log10(3 · 10²⁴) = (24 + 0.477)/4 = 6.12,

which corresponds to h = 7.60 × 10⁻⁷ mol/L. For the solubility,

log10 S_min = log10 4 + (1/4)(9) + (3/4)(−15 − 0.477)
= 0.602 + 2.250 − 11.608 = −8.756,

S_min = 1.75 × 10⁻⁹ mol/L.

A quarter of this, 4.39 × 10⁻¹⁰ mol/L, is the trivalent cation, and three quarters, 1.32 × 10⁻⁹ mol/L, is the singly charged anion. Three times the first equals the second, so the metal's net charge is zero.

With pK_w = 13 and the same K_s and K_b, the minimum moves to pH 5.12 and S_min stays at 1.75 × 10⁻⁹ mol/L, as section 4 requires.

The formula also shows how errors in the constants propagate. An error δ in log10 K_s changes log10 S_min by bδ/N, here δ/4. The same error in log10 K_b changes it by aδ/N, here 3δ/4. The anionic constant matters more in this example, because most of the metal at the minimum is anion. Either error moves pH_min by δ/4, upwards for K_s and downwards for K_b.

**6. The crossing of the two lines is a different point**

On a plot of log10 concentration against pH, the cation is a straight line of slope −a and the anion one of slope +b. Their crossing is easy to read off, and it is tempting to take it for the minimum. At the crossing K_c h^a = K_a h^(−b), so h^N = K_a/K_c and

pH_x = (1/N) log10(K_c/K_a),

pH_min − pH_x = (1/N) log10(a/b).

The two points coincide only if a = b. If a > b, the minimum lies at higher pH than the crossing: at equal concentrations the cation falls faster with pH than the anion rises, so S is still decreasing.

Each ion at the crossing has the concentration

K_c (K_a/K_c)^(a/N) = K_c^(b/N) K_a^(a/N),

and S_x is twice this. Division by S_min cancels the constants:

S_x/S_min = (2/N) a^(a/N) b^(b/N).

For a = b this is (2/2a) · a = 1, as it must be. In the example pH_x = 24/4 = 6.00, which is 0.12 below pH_min. There S_x = 2.00 × 10⁻⁹ mol/L, and the ratio is (1/2) · 3^(3/4) = 1.14. Reading the crossing as the minimum overestimates the least solubility by 14 per cent of S_min.

**7. How sharp the minimum is**

Let Δ = pH − pH_min. A change Δ multiplies h by 10^(−Δ), hence the cation by 10^(−aΔ) and the anion by 10^(bΔ). Starting from the fractions b/N and a/N,

S/S_min = [b 10^(−aΔ) + a 10^(bΔ)]/N.

For small Δ, expand both exponentials to second order. The linear terms are −(ab/N) ln10 Δ and +(ab/N) ln10 Δ, and they cancel. The quadratic terms add to (ln10)²Δ²(ba² + ab²)/(2N), and ba² + ab² = abN, so

S/S_min ≈ 1 + (1/2) ab (ln10)² Δ².

With only these two species, higher charges make a narrower minimum. At the crossing point of the example, Δ = −0.12, this estimate gives an excess of 11 per cent instead of the full 14 per cent, so the quadratic form is already rough at a tenth of a pH unit.

Farther out the two sides differ. One pH unit below the minimum,

S/S_min = (10³ + 3 · 10⁻¹)/4 = 250,

and one unit above it,

S/S_min = (10⁻³ + 3 · 10)/4 = 7.5.

The solubilities are 4.39 × 10⁻⁷ and 1.32 × 10⁻⁸ mol/L. If the pH cannot be held closely, an error of one pH unit towards base costs much less here than an equal error towards acid. The cause is the charges: the acid branch rises as the third power of h, the basic branch as its first inverse power. This sharpness and asymmetry belong to the two-species model. Real metals usually have partly hydrolysed cations or a neutral complex near the minimum, and these make the curve flatter and much less lopsided (section 9).

The curve also tells when the solid exists at all. If the water contains total metal T per unit volume, solid is present at equilibrium only where S(pH) < T. For T < S_min there is no such pH, and the assumption of excess solid fails everywhere.

**8. The solid in pure water**

Zero net charge on the metal might suggest that the solid, left alone in pure water, settles at the minimum. To see whether it does, write the charge balance of the whole solution. Let X be the concentration of strong-base cations minus that of strong-acid anions:

X + h + a[cation] = K_w/h + b[anion].

At the minimum the two metal terms cancel, and the titrant needed to be there is

X = K_w/h_min − h_min.

In the example this is 1.32 × 10⁻⁸ − 7.60 × 10⁻⁷ = −7.47 × 10⁻⁷ mol/L. Starting from the solid in pure water, the negative sign means that strong acid must be added. If the hydroxide is instead precipitated from a metal salt of a strong acid, it means that slightly less than the equivalent amount of strong base is needed.

In pure water X = 0. Consider the net charge

F(pH) = h − K_w/h + a[cation] − b[anion],

which decreases steadily with pH, since each positive term falls and each subtracted term grows. Suppose pH_min lies below neutrality, pK_w/2. At pH_min the metal terms cancel and F = h − K_w/h > 0. At neutrality the water terms cancel, and the metal, now above its own minimum, has negative net charge, so F < 0. The root lies between the two. If pH_min lies above neutrality, both signs reverse and the conclusion is the same. The solid therefore rests at its minimum in pure water only if pH_min happens to be neutral.

Solving F = 0 numerically by bracketing the root gives pH 6.98 for the example, close to neutrality because so little metal dissolves. The solubility there is 9.54 × 10⁻⁹ mol/L, or 5.4 times S_min. The solubility in pure water and the minimum solubility are thus separate quantities. These numbers take the constants to be valid at the very low ionic strength of pure water; constants measured in a salt medium apply instead to that medium with no acid or base added. Carbon dioxide from the air is left out of this balance.

**9. Species that were left out**

Real metal ions usually hydrolyse in steps, so two dissolved forms are an idealization. For any set of mononuclear species with charges q_i and no other ligand, c_i = K_i h^(q_i), and the differentiation of section 2 gives

dS/dpH = −ln10 Σ q_i c_i.

The rule of zero net metal charge survives, while the closed formulas for two species no longer hold in general. Now add one species of charge q and constant K to the original pair. At the old pH_min the original slopes cancel, and the new slope is −ln10 · q K h^q. S remains convex, so the sign of this slope tells where the new minimum lies.

For q = 0 the slope is zero. The minimum stays where it was, and S_min rises by K. With K = 10⁻⁹ the example gives 2.75 × 10⁻⁹ mol/L at pH 6.12. Here the neutral complex makes up 36 per cent of the dissolved metal. With K larger than the two-species S_min it would make up more than half, still without leaving any trace in the pH of the minimum. It does change the shape. The curvature d²S/dpH² divided by S is (ln10)² Σ q_i² c_i/S, so species of low charge widen the minimum: with K = 10⁻⁸ the ratios of section 7 one pH unit below and above fall from 250 and 7.5 to 38 and 2.0.

For q > 0 the slope is negative, S is still falling, and the minimum moves to higher pH. With q = +1 and K = 10⁻³, numerical minimization of S gives pH 6.18 and 2.46 × 10⁻⁹ mol/L.

For q < 0 the minimum moves to lower pH. The case q = −1, K = 10⁻¹⁵ can be done by hand, since it doubles K_a. The pH drops by (1/4) log10 2 = 0.075 to 6.04, and S_min grows by the factor 2^(3/4) = 1.68 to 2.95 × 10⁻⁹ mol/L.

In these three cases the pH moves by less than 0.1, whereas the solubility rises by 40 to 70 per cent. For these additions the two-species model predicts the pH better than the solubility; a larger constant for a charged species would move the pH further. The two-species S_min is a lower bound when further species are added at fixed constants, because each adds a positive amount at every pH.

Polynuclear ions need more care. An ion with ν metal atoms and charge q still takes up q protons, but it counts ν times in S. Its contribution to the slope is −ln10 · νqc, not −ln10 · qc, and the minimum no longer coincides with zero net metal charge in general. Ligands such as ammonia, cyanide or carbonate add dissolved forms whose concentrations depend on the ligand as well as on pH. Finally, S counts dissolved metal only: fine particles that pass a filter add to the metal measured in the water, and this equilibrium calculation does not describe them.
